# Franz Two-Band Tunnelling Decay and the Midgap Error of One-Band Models

An electron held by a trap deep in the gap of an insulating film can leak to a neighbouring trap by tunnelling. Its wave decays in the insulator as $e^{-\kappa z}$, and the hopping rate carries the factor $e^{-2\kappa d}$ for a trap distance $d$. When $\kappa d$ is large, a modest relative error in $\kappa$ therefore becomes a large error in the current. The simplest estimate of $\kappa$ continues the conduction-band parabola below its edge. The deeper the level, the larger that estimate becomes, even as the level approaches the valence band, where propagating states exist again and the decay constant should return to zero. The parabola contains no information about the valence band. A description of the whole gap must contain both edges.

## The two-band Hamiltonian

Let the conduction edge $E_c$ and the valence edge $E_v$ lie at the same crystal wavevector, and measure $k$ from that point along the tunnelling direction $z$. The gap is $E_g=E_c-E_v$. Assume nondegenerate edge states of opposite parity, so that symmetry forbids diagonal terms linear in $k$ and permits a linear coupling between the bands. To second order in $k$ on the diagonal,

$$H(k)=\begin{pmatrix}E_c+ak^2 & Pk\\ Pk & E_v-bk^2\end{pmatrix}. \tag{1}$$

The phases of the edge states are chosen to make $P$ real. The coefficients $a$ and $b$ collect the free-electron kinetic energy and the influence of all other bands. The momentum components transverse to $z$ are set to zero.

For an energy in the gap define the two positive depths

$$x=E_c-E,\qquad y=E-E_v,\qquad x+y=E_g. \tag{2}$$

The condition $\det(H-E)=0$ reads $(x+ak^2)(-y-bk^2)-P^2k^2=0$, or

$$(x+ak^2)(y+bk^2)=-P^2k^2. \tag{3}$$

The band-edge masses follow from (3) at real $k$. Dividing by $y+bk^2$ and using $E-E_c=-x$ gives

$$E-E_c=ak^2+\frac{P^2k^2}{y+bk^2}. \tag{4}$$

Near the conduction edge $y\to E_g$ and $k\to0$, so the leading term is $E-E_c=(a+P^2/E_g)k^2$. Dividing (3) by $x+ak^2$ instead, and letting $x\to E_g$ near the valence edge, gives $E-E_v=-(b+P^2/E_g)k^2$. With

$$p=\frac{P^2}{E_g},\qquad A_c=\frac{\hbar^2}{2m_c}=a+p,\qquad A_v=\frac{\hbar^2}{2m_v}=b+p, \tag{5}$$

$m_c$ and $m_v$ are the electron and hole masses at the edges, both taken positive. The coupling $p$ contributes equally to both inverse masses.

## The decay constant in the gap

A decaying wave $e^{-\kappa z}$ corresponds to $k=i\kappa$, so $k^2=-\kappa^2$. Equation (3) becomes

$$(x-a\kappa^2)(y-b\kappa^2)=P^2\kappa^2. \tag{6}$$

Expand the left side and write $P^2=pE_g=p(x+y)$ on the right:

$$xy-\kappa^2(bx+ay)+ab\,\kappa^4=\kappa^2(px+py).$$

Collecting the terms in $\kappa^2$ and using (5),

$$xy=\kappa^2\,(A_vx+A_cy)-ab\,\kappa^4. \tag{7}$$

If at least one of $a$ and $b$ vanishes, the last term is absent. Division by $xy\,\kappa^2$ then gives

$$\frac{1}{\kappa^2}=\frac{A_c}{x}+\frac{A_v}{y}=\frac{1}{\kappa_c^2}+\frac{1}{\kappa_v^2},\qquad \kappa_c^2=\frac{2m_cx}{\hbar^2},\quad \kappa_v^2=\frac{2m_vy}{\hbar^2}. \tag{8}$$

This is the Franz relation. Within Hamiltonian (1) it is exact for $ab=0$, and this case can accommodate any pair of positive masses: for $m_c<m_v$ take $b=0$, $p=A_v$ and $a=A_c-A_v$; for $m_c>m_v$ interchange the roles of the bands. For equal masses $m$ one may take $a=b=0$, and (8) reduces to $\kappa^2=2m\,xy/(\hbar^2E_g)$.

Near the conduction edge $x\to0$, the term $A_c/x$ dominates and $\kappa\to\kappa_c$. Near the valence edge $\kappa\to\kappa_v$, which goes to zero as required. Between them $\kappa$ has a maximum, found by minimizing $A_c/x+A_v/(E_g-x)$. Setting the derivative to zero gives $A_c/x^2=A_v/y^2$, hence $y/x=\sqrt{A_v/A_c}$. With $x+y=E_g$,

$$x_{\max}=\frac{E_g\sqrt{A_c}}{\sqrt{A_c}+\sqrt{A_v}},\qquad y_{\max}=\frac{E_g\sqrt{A_v}}{\sqrt{A_c}+\sqrt{A_v}}.$$

Inserting both depths in (8) gives $1/\kappa_{\max}^2=(\sqrt{A_c}+\sqrt{A_v})(\sqrt{A_c}+\sqrt{A_v})/E_g$, so

$$\kappa_{\max}^2=\frac{E_g}{(\sqrt{A_c}+\sqrt{A_v})^2}. \tag{9}$$

## The size of the one-band error

The one-band model uses $\kappa_c$ at every depth. Multiplying (8) by $\kappa_c^2=x/A_c$ gives

$$\frac{\kappa_c}{\kappa}=\sqrt{1+\frac{A_vx}{A_cy}}=\sqrt{1+\frac{m_cx}{m_vy}}. \tag{10}$$

The ratio exceeds one throughout the gap and grows with depth, because $x/y$ does. For $x\ll E_g$ and $m_cx\ll m_vE_g$ it is approximately $1+m_cx/(2m_vE_g)$, so the parabola is adequate for shallow levels. At midgap $x=y$ and

$$\left.\frac{\kappa_c}{\kappa}\right|_{\rm mid}=\sqrt{1+\frac{m_c}{m_v}}, \tag{11}$$

which is $\sqrt2$ for equal masses. A heavy valence band reduces the error; a light one increases it.

The mechanism is visible in real space. Take $b=0$ and replace $k$ by $-i\,d/dz$. With conduction amplitude $c(z)$ and valence amplitude $v(z)$, the two rows of $(H-E)\psi=0$ are

$$xc-ac''-iPv'=0,\qquad -iPc'-yv=0. \tag{12}$$

The second gives $v=-iPc'/y$. Since $(-i)^2=-1$, substitution in the first yields

$$-(Bc')'+xc=0,\qquad B=a+\frac{P^2}{y}. \tag{13}$$

For constant edges the solution $e^{-\kappa z}$ has $\kappa^2=x/B$. At the conduction edge $y=E_g$ and $B=A_c$. As the energy falls, $y$ shrinks, the admixed valence amplitude raises $B$, and the decay is slower than a constant $B=A_c$ would give at the same depth. In terms of an apparent mass defined by $\kappa^2=2m_{\rm app}x/\hbar^2$, (10) gives

$$m_{\rm app}=m_c\frac{\kappa^2}{\kappa_c^2}=\frac{m_cm_vy}{m_cx+m_vy}. \tag{14}$$

This defines the sense of the overestimate: it belongs to a parabola with the band-edge mass. A one-band mass fitted to tunnelling at one depth already contains the correction there. Carried to a shallower level, that fitted mass is too small and underestimates the decay.

## Both quadratic terms present

When $ab\neq0$, put $s=\kappa^2$ and write (7) as $f(s)=0$ with

$$f(s)=xy-s(A_vx+A_cy)+ab\,s^2. \tag{15}$$

At $s=0$, $f=xy>0$. At the one-band value $s=x/A_c$ the terms $xy$ cancel, leaving

$$f(\kappa_c^2)=-\frac{x^2}{A_c^2}(A_cA_v-ab)=-\frac{x^2}{A_c^2}\,p\,(a+b+p), \tag{16}$$

where $(a+p)(b+p)-ab=p(a+b+p)$ was used. For $p>0$ and $a+b+p>0$ this is negative, so $f$ has a root between $0$ and $\kappa_c^2$. The slowest decay is therefore slower than the one-band decay, whether or not the Franz relation is accurate. Interchanging the bands gives the same result for $\kappa_v$. In a numerical test, 300 random Hamiltonians with positive $a$, $b$ and $p$, at depths between 5 and 95 percent of the gap, all had a slowest decay constant below both $\kappa_c$ and $\kappa_v$.

Without coupling, $p=0$ and (6) factorizes into $(x-as)(y-bs)=0$. Each band then decays at its own one-band rate, and $\kappa_c$ is correct for the conduction wave. Within Hamiltonian (1), the overestimate for the conduction wave is thus a consequence of band coupling. The slowest decay is still the smaller of $\kappa_c$ and $\kappa_v$, so deep in the gap the valence wave decays more slowly than $\kappa_c$ even at $p=0$. In a crystal, terms beyond $k^2$ also matter once $\kappa$ times the lattice period $\ell$ is not small. A lone cosine band obeys $2(A_c/\ell^2)(\cosh\kappa\ell-1)=x$; for the midgap example below it gives 3.75 to 3.44 nm⁻¹ for $\ell=0.26$ to 0.51 nm, against 3.90 nm⁻¹ for the parabola.

If $ab<0$, (15) also has a negative root $s$, which means a real $k$ inside the gap. For small $ab$ this root lies at large $k$, where the expansion (1) is not justified, and it is discarded.

A periodic crystal provides a comparison that does not start from two bands. Take repulsive delta potentials with period 1 in units where $\hbar^2/2m=1$, with

$$\cos k=F(E)=\cos q+1.5\,\frac{\sin q}{q},\qquad q=\sqrt E. \tag{17}$$

In the lowest gap $F<-1$, and $k=\pi+i\kappa$ gives $\cosh\kappa=-F$. At an edge $E_0$, setting $k=\pi+\delta$ gives $\delta^2/2=F'(E_0)(E-E_0)$, so the edge coefficients are $A=1/(2|F'(E_0)|)$. At midgap the crystal has $\kappa=0.4129$. The Franz relation with these coefficients gives $0.4138$, and the conduction parabola gives $0.5504$, which is 33 percent above the crystal value. This supports the two-band description for one moderate gap; it does not establish its accuracy for every insulator. With the strength 1.5 raised to 15, the midgap values are 1.908 for the crystal, 2.054 for the Franz relation and 2.391 for the parabola, so the Franz relation is about 8 percent high when $\kappa$ times the period approaches 2.

## Two midgap traps in a hafnia-like film

Consider two traps $d=2.0$ nm apart at midgap, in a film with $E_g=5.8$ eV, $m_c=0.20\,m_0$ and $m_v=0.40\,m_0$, where $m_0$ is the free-electron mass. These are rough parameters in the regime of hafnia. Take $b=0$, so that (8) is exact for the model, and begin with flat bands. With $\hbar^2/2m_0=0.03810$ eV nm²,

$$A_c=\frac{0.03810}{0.20}=0.1905,\qquad A_v=\frac{0.03810}{0.40}=0.0952\quad\text{eV nm}^2.$$

At $x=y=2.90$ eV,

$$\kappa=\sqrt{\frac{2.90}{0.1905+0.0952}}=3.186\ \text{nm}^{-1},\qquad
\kappa_c=\sqrt{\frac{2.90}{0.1905}}=3.902\ \text{nm}^{-1}.$$

The ratio is 1.225, in agreement with $\sqrt{1.5}$ from (11), and the apparent mass is $0.133\,m_0$. The exponents $2\kappa d$ are 12.74 and 15.61, so the exponential factors are $2.92\times10^{-6}$ and $1.67\times10^{-7}$. The one-band model thus underestimates the exponential factor by 17.5. The prefactors of the hopping rate are not equal in the two models, because part of the trapped state lies in the valence amplitude. For point traps in one dimension, (13) gives the Green's function $G(z)=e^{-\kappa|z|}/(2\sqrt{Bx})$, and the coupling between the traps is $e^{-\kappa d}$ divided by $d\ln G(0)/dE=1/(2x)+P^2/(2By^2)$; the one-band model lacks the second term. At midgap $B=A_c+A_v=3A_v$ and the second term is $2/3$ of the first, so the two-band prefactor of the coupling is $3/5$ of the one-band one and the ratio of rates is $0.36\times17.5=6.3$. The factors quoted below compare the exponentials only.

The error depends strongly on depth:

| $x$ (eV) | $\kappa$ (nm⁻¹) | $\kappa_c$ (nm⁻¹) | $\kappa_c/\kappa$ |
|---:|---:|---:|---:|
| 0.30 | 1.238 | 1.255 | 1.014 |
| 1.00 | 2.180 | 2.291 | 1.051 |
| 2.00 | 2.883 | 3.240 | 1.124 |
| 2.90 | 3.186 | 3.902 | 1.225 |
| 4.00 | 3.154 | 4.582 | 1.453 |
| 5.00 | 2.522 | 5.123 | 2.031 |

The two-band value peaks at 3.232 nm⁻¹ for $x=3.40$ eV, below midgap because the valence mass is the heavier one. The one-band value continues to rise.

The same decay was obtained in real space by placing (1) on a grid, with the conduction amplitude on points a distance $h=0.02$ nm apart and the valence amplitude halfway between them. There $k$ is replaced by $(2/h)\sin(kh/2)$, so the grid decay constant should be lower by the fraction $(\kappa h)^2/24$, or $1.7\times10^{-4}$ at midgap. The largest relative deviation found at five depths from 0.6 to 5.2 eV was $1.7\times10^{-4}$.

## Field, temperature and the lattice

In an electric field the edges vary with position. Equation (13) still holds, since its derivation allowed $y$ to depend on $z$. Put $c=e^{-S(z)}$; then

$$-B(S'^2-S'')+B'S'+x=0. \tag{18}$$

If $\kappa$ and $B$ change little over a distance $1/\kappa$, the terms in $S''$ and $B'$ are small and $S'=\kappa(z)$. The probability exponent becomes

$$2S=2\int_0^d\kappa\bigl(x(z)\bigr)\,dz. \tag{19}$$

The neglected terms affect the prefactor at the next order. At 1 MV/cm, or 0.1 eV/nm, the bands drop by 0.20 eV between the traps. An electron that keeps its initial energy sees $x$ fall from 2.90 to 2.70 eV. The Franz exponent changes from 12.74 to 12.66, and the one-band exponent from 15.61 to 15.33. The underestimate is then a factor of 14.5. This change comes from the choice of tunnelling energy: at the level of the final trap it is 21.5, and halfway between the two levels it is 17.6.

The weaker response of the two-band exponent follows from (8). Differentiation at fixed $E_g$ gives

$$\frac{d\ln\kappa}{dx}=\frac{\kappa^2}{2}\left(\frac{A_c}{x^2}-\frac{A_v}{y^2}\right). \tag{20}$$

At midgap $\kappa^2=x/(A_c+A_v)$, and the right side is $(1/2x)(A_c-A_v)/(A_c+A_v)$. This is one third of the one-band value $1/2x$ for the present masses.

The mass and the remote-band terms change the two-band exponent more than this field does. Changing $m_c$ by $-25$ or $+25$ percent, with $m_v$, depth and distance fixed, moves the flat-band Franz exponent to 11.53 or 13.69. This changes the probability by roughly a factor of three either way and indicates the possible effect of an anisotropic mass; the one-band underestimate becomes about 7 or 43. The hole mass is equally uncertain: at $m_c=0.20\,m_0$, the values $m_v=0.3$, 0.8 and $1.2\,m_0$ give underestimates of about 34, 5 and 3. At fixed edge masses, $b=-\hbar^2/2m_0$ gives $\kappa=3.145$ nm⁻¹, while $b=A_v/2$, which halves the coupling $p$, gives 3.343 nm⁻¹. The one-band underestimate is then about 21 or 9 instead of 17.5. With $b=A_v$ the bands are uncoupled, $\kappa$ returns to 3.902 nm⁻¹, and the error disappears. Edge masses alone therefore do not determine the midgap decay.

At 358 K, $k_BT=0.03085$ eV. Thermal excitation from midgap to the conduction edge costs an exponent of $2.90/0.03085=94.0$, far above the tunnelling exponent. Partial excitation by an energy $u$ gives the total exponent $2d\,\kappa(x-u)+u/k_BT$; among 2000 values of $u$ from zero to the band edge, the smallest total occurred at $u=0$. Band-to-band tunnelling at this field would need a length of $5.8/0.1=58$ nm, which an 8 nm film does not offer.

Lattice relaxation is a larger omission. Describe the electron on the first or second trap by the energies $\lambda u^2$ and $\lambda(u-1)^2-\Delta$, where $u$ is now a lattice coordinate, $\lambda$ the relaxation energy and $\Delta$ the energy drop. They cross at $u=(\lambda-\Delta)/2\lambda$, at the height

$$E_b=\frac{(\lambda-\Delta)^2}{4\lambda}. \tag{21}$$

For a rough $\lambda=1.0$ eV and $\Delta=0.20$ eV, $E_b=0.16$ eV, and a classical lattice supplies the factor $e^{-E_b/k_BT}=5.6\times10^{-3}$. Optical phonons of oxides can have quanta above $k_BT$; the lattice is then not classical, and the factor is larger. The lattice factor reduces the absolute rate in both models. It cancels from their ratio if relaxation leaves the tunnelling energy unchanged, as assumed here. This assumption matters: if the electron level were 0.4 eV higher at the crossing, at $x=2.50$ eV, the flat-band underestimate would be a factor of 8.6 instead of 17.5.

The film thickness of 8 nm and the field of 1 MV/cm are chosen inputs of the example. The mass $0.20\,m_0$ resembles masses fitted to tunnelling; the hafnium $d$ character of the conduction band suggests a heavier edge mass, so its use here as an edge mass is a model choice. If $0.20\,m_0$ is instead a one-band mass fitted to tunnelling at midgap, it already contains the correction there, and the factor of 17.5 must not be applied to it. Real films also have several nearby bands, grain orientations and edges that need not share one wavevector. The active traps may also lie above midgap. For $x=1.00$ and 2.00 eV at the same 2.0 nm distance, the tabulated decay constants give one-band underestimates of about 1.6 and 4. With the point-trap prefactor these become about 1.3 and 2.4, and 6.3 at midgap. The correction is then modest for shallow traps and approaches an order of magnitude only for deep ones, within this model, for these masses and at this distance. The numerical output below lists the main values for the example.

## Values computed for the example and the checks

```
gap (rough input): 5.80 eV
m_c, m_v (rough inputs): 0.20, 0.40 m0
hbar^2/(2 m0): 0.03810 eV nm^2
A_c, A_v: 0.1905, 0.0952 eV nm^2
trap distance: 2.0 nm; field: 1.0 MV/cm
film thickness: 8.0 nm; temperature: 358 K
depth x below E_c (eV), Franz kappa (1/nm), one-band (1/nm), ratio:
  0.30  1.238  1.255  1.014
  1.00  2.180  2.291  1.051
  2.00  2.883  3.240  1.124
  2.90  3.186  3.902  1.225
  4.00  3.154  4.582  1.453
  5.00  2.522  5.123  2.031
largest Franz kappa: 3.232 1/nm at x = 3.398 eV
apparent one-band mass at midgap: 0.1333 m0
largest relative lattice deviation: 1.7e-04
midgap exponent 2 kappa d, Franz: 12.74
midgap exponent 2 kappa d, one-band: 15.61
exp(-2 kappa d), Franz: 2.92e-06
exp(-2 kappa d), one-band: 1.67e-07
one-band underestimates tunnelling by factor: 17.5
Kronig-Penney midgap kappa times period (dimensionless):
  crystal 0.4129, Franz 0.4138, one-band 0.5504
  one-band / crystal: 1.333
Neglected effects:
energy drop between traps: 0.20 eV
tilted exponent, Franz: 12.66; one-band: 15.33
tilted underestimate factor: 14.5
Franz exponent, m_c -25%: 11.53; +25%: 13.69
midgap kappa at fixed masses (1/nm), by valence remote term b:
  b = -hbar^2/(2 m0): 3.145
  b = 0 (Franz exact): 3.186
  b = A_v/2 (half the coupling p): 3.343
  b = A_v (no coupling): 3.902
thermal energy kT: 0.03085 eV
thermal exponent to reach E_c: 94.0
trap relaxation energy (rough input): 1.00 eV
hop barrier from relaxation: 0.160 eV
thermal factor of that barrier: 5.59e-03
length for band-to-band tunnelling: 58.0 nm
```
